# Restoring the shape of PAW compensation charges at chosen wavevectors, part 2

Standard projector augmented-wave (PAW) compensation gives the plane-wave grid density the right multipole moments but the wrong shape inside each atomic sphere. Shape restoration adds $N$ moment-free functions $\Delta g_\beta$, with weights $c_\beta$ that reproduce the all-electron (AE) form factor at $N$ nodes $q_\alpha$; $N=0$ is standard compensation.

Hartree atomic units and real normalised harmonics $Y_{LM}$ are used. Spheres of radius $R$ do not overlap. Partial waves $R_iY_{l_im_i}$ (AE) and $\tilde R_iY_{l_im_i}$ (smooth) are taken as complete inside, orbitals $\psi_a$, $\tilde\psi_a$ have coefficients $D_{ai}$, and $Y_{l_im_i}Y_{l_jm_j}=\sum_{LM}G^{LM}_{ij}Y_{LM}$:
$$n_{ab}=\tilde\psi_a^*\tilde\psi_b+\sum_{ij}D^*_{ai}D_{bj}\sum_{LM}G^{LM}_{ij}\,Q_{ij}(r)Y_{LM},\qquad Q_{ij}=R_iR_j-\tilde R_i\tilde R_j .\tag1$$
The transform of $fY_{LM}$ is
$$4\pi(-i)^LY_{LM}(\hat q)F_L[f](q),\qquad F_L[f](q)=\int_0^\infty f\,j_L(qr)\,r^2dr.\tag2$$
Coulomb integrals obey
$$8\int_0^\infty F_L[f]F_L[h]\,dq=\frac{4\pi}{2L+1}R^L[f,h],\qquad R^L[f,h]=\iint f(r)h(s)\frac{r_<^L}{r_>^{L+1}}r^2s^2\,dr\,ds.\tag3$$

With $m=\int_0^RQ\,r^{L+2}dr$ and $g_L$ of unit moment, the residual $\delta=Q-mg_L$ has
$$F_L[\delta](q)=-\frac{q^{L+2}}{2(2L+3)(2L+1)!!}\int_0^R\delta\,r^{L+4}dr+O(q^{L+4}).\tag5$$

Let $k_n$ be the positive roots of $j_L(kR)=0$:
$$\int_0^Rj_L(k_nr)j_L(qr)r^2dr=\frac{R^2k_nj_{L+1}(k_nR)\,j_L(qR)}{k_n^2-q^2}.\tag6$$
At $q=k_n$ this is $\mathcal N_n=\tfrac12R^3j_{L+1}^2(k_nR)$. Functions $\sum_na_nj_L(k_nr)$ have weights $w_n=a_nk_nj_{L+1}(k_nR)$. For $g_L$, $w_1=-w_2=[R^{L+2}(k_1^{-2}-k_2^{-2})]^{-1}$. $\Delta g_\beta$ uses $n=\beta,\beta+1,\beta+2$, rescaled to $a_\beta=1$, with zero slope ($\sum w_n=0$) and zero moment ($\sum w_n/k_n^2=0$):
$$\frac{x}{\prod_n(k_n^2-x)}=\sum_n\frac{w_n}{k_n^2-x},\qquad w_n=\frac{k_n^2}{\prod_{n'\ne n}(k_{n'}^2-k_n^2)},\tag8$$

The fit solves
$$\sum_{\beta=1}^NA_{\alpha\beta}c_\beta=b_\alpha,\qquad A_{\alpha\beta}=F_L[\Delta g_\beta](q_\alpha),\qquad b_\alpha=F_L[\delta](q_\alpha).\tag{10}$$
With a polynomial $p$,
$$F_L\Big[\sum_\beta c_\beta\Delta g_\beta\Big]=W(q)\,p(q^2),\qquad W(q)=\frac{R^2j_L(qR)\,q^2}{\prod_{n\le N+2}(k_n^2-q^2)},\qquad\deg p\le N-1.\tag{11}$$
$$F_{\rm fit}(q)=W(q)\sum_\alpha\frac{b_\alpha}{W(q_\alpha)}\prod_{\gamma\ne\alpha}\frac{q^2-q_\gamma^2}{q_\alpha^2-q_\gamma^2}.\tag{12}$$
Root nodes are $q_\alpha=k_\alpha$, $\alpha\le N$.

In one channel, $n$ is the AE density, $\rho$ the grid density and $\delta'=n-\rho$:
$$R^L[n,n]-R^L[\rho,\rho]=2R^L[\rho\,\theta(R-r),\delta']+R^L[\delta',\delta'].\tag{13}$$
The right side is the cross term plus the self term (residual self-energy). Least squares minimises the latter over $c$.

## Stability and failure modes

The first four items follow from (5), (11) and (12).

- A node near $k_n$ with $n>N+2$ has $W(q_\alpha)\propto q_\alpha-k_n$, and $c$ diverges as the inverse distance. The forbidden values depend on $L$ and $R$, so common nodes must be screened channel by channel.
- Close nodes amplify errors in $b$ by $1/(q_\alpha^2-q_\gamma^2)$.
- A node far below $k_1$ has $W\propto q^{L+2}$. Its row and $b_\alpha$ are both small, and $b_\alpha$ needs relative accuracy. An error $\epsilon$ in the moment of $\delta$ contributes $\epsilon q^L/(2L+1)!!$, which dominates (5) at small $q$, so the moment of $\delta$ must vanish accurately on the quadrature used for $b$.
- Above the highest node (12) extrapolates. The Lagrange products grow as $q^{2N-2}$, and well below $k_{N+2}$ the factor $W$ does not offset this growth, so with many nodes crowded there small errors in $b_\alpha$ can be strongly amplified above the nodes.
- For root nodes and large $\beta$, the spacings of $k_n^2$ are nearly equal and (8) gives $w\propto(1,-2,1)$. Forward substitution then acts locally as a double summation, but over the whole range the growth is faster. An error $\delta w$ in the weight on $k_\alpha$ is compensated by the last two weights through the slope and moment conditions, $\delta w_{N+1}+\delta w_{N+2}=-\delta w$ and $\delta w_{N+1}/k_{N+1}^2+\delta w_{N+2}/k_{N+2}^2=-\delta w/k_\alpha^2$. Eliminating $\delta w_{N+1}$ gives $\delta w_{N+2}=\delta w\,k_{N+2}^2(k_{N+1}^2-k_\alpha^2)/[k_\alpha^2(k_{N+2}^2-k_{N+1}^2)]$, which grows as $N^3$ for fixed $\alpha$.
- Closed form (6) loses digits near $q=k_n$ by cancellation. Place a node on the root, using $\mathcal N_n$, or clearly away from it.
- Overlapping spheres break (13), incomplete partial waves break (1), and core–valence exchange is outside the scheme.

## Worked example: Zn $3d$ and $4s$

The atom is computed with restricted Hartree–Fock in the def2-TZVP basis ($E=-1777.80707$ Ha, $\varepsilon_{4s}=-0.29275$ Ha, $\varepsilon_{3d}=-0.78270$ Ha). The $3d$ and $4s$ orbitals are themselves the partial waves, so $D=1$ and completeness is exact. They are pseudised at $R=2$ bohr by $r^l(a_0+a_1r^2+a_2r^4)$, matching value and two derivatives. The channels are $dd$ with $L=0,2,4$ and $sd$ with $L=2$, and the nodes are $\{2.5\}$ and $\{2.5,5.0\}$ bohr$^{-1}$. The numbers below belong to this basis and are not converged to the digits shown: with def2-QZVP the total energy drops by $0.040$ Ha, both orbital energies rise by about $2\times10^{-4}$ Ha, $F^0$, $F^2$ and $G^2$ move by $+6\times10^{-4}$, $+2\times10^{-4}$ and $-1\times10^{-4}$ Ha, the AE $E_x$ moves from $-6.4703$ to $-6.4735$ Ha, and the $E_x$ errors for $N=0,1,2$ move by up to $0.003$ Ha. The numerical check follows this text.

### The channel $dd$, $L=0$

The roots are $k_n=n\pi/R$ and $k_nj_1(k_nR)=(-1)^{n+1}/R$. For $g_0$, $w_1=[4\cdot(4/\pi^2)(1-\tfrac14)]^{-1}=\pi^2/12$, so $a_1=a_2=Rw_1=\pi^2/6=1.644934$ bohr$^{-3}$. For $\Delta g_1$, (8) with $k\propto1,2,3$ gives $w\propto\tfrac1{24},-\tfrac4{15},\tfrac9{40}$, and the alternating sign turns this into $a=1,\,6.4,\,5.4$. The moment is $m=0.8646$: the pseudo orbital keeps only $0.1354$ of the norm.

At $q=1$ bohr$^{-1}$, (5) gives $0.269047/6=0.0448$, against the full residual $0.852090-0.811564=0.0405$. The leading term is about 11% above the full value at $qR=2$. At the nodes $b_1=0.431215-0.283889=0.147326$ and $b_2=0.068977+0.001284=0.070261$. For $N=1$, $c=0.147326/0.649805=0.2267$ bohr$^{-3}$. For $N=2$,
$$\det A=0.649805\times0.164518-0.046232\times0.169139=0.099085\ \text{bohr}^6,$$
$$c_1=\frac{0.024238-0.003248}{0.099085}=0.2118,\qquad c_2=\frac{0.045656-0.024919}{0.099085}=0.2093\ \text{bohr}^{-3},$$
where the numerators are $b_1A_{22}-A_{12}b_2$ and $A_{11}b_2-A_{21}b_1$. The largest absolute form-factor error sampled on $q\le5$ bohr$^{-1}$ drops from $0.159$ to $3.1\times10^{-4}$. At $q=8$ bohr$^{-1}$, above $k_4=6.28$ bohr$^{-1}$, the AE value is $-0.0107$ and the restored value $-0.0002$. The residual self-energy falls from $0.040843$ Ha to $0.001877$ and $0.000490$ Ha for $N=1,2$, against least-squares minima of $0.001617$ and $0.000488$ Ha.

For $L=4$ the first node lies below $k_1=4.09$ bohr$^{-1}$, the first row of $A$ is about 14 times smaller than the second, and the condition number is 63, against 4.6 for $L=0$.

### Angular assembly

With $Y_{L0}=\sqrt{(2L+1)/4\pi}\,P_L$ and $c^L=\tfrac52\int_{-1}^1P_2^2P_L\,dx$, the Legendre expansion is $P_2^2=\sum_L\tfrac{2L+1}{5}c^LP_L$. In $P_2^2=(9x^4-6x^2+1)/4$ the $x^4$ term fixes the coefficient $\tfrac{18}{35}$ of $P_4=(35x^4-30x^2+3)/8$, the $x^2$ term then fixes $\tfrac27$ for $P_2$, and the average is $\tfrac15$, so $c^0=1$ and $c^2=c^4=\tfrac27$. Then $Y_{20}^2=\tfrac{5}{4\pi}P_2^2$ has $G^{L0}=\sqrt{(2L+1)/4\pi}\,c^L$, and (2) gives
$$n_{z^2z^2}(\mathbf q)=F_0-\tfrac{10}{7}P_2(\cos\theta)F_2+\tfrac{18}{7}P_4(\cos\theta)F_4 .$$
At $\cos\theta=0.6$ the analytic transform of the Gaussian orbitals is $0.386500$ and $-0.029149$ at the two nodes. The $N=2$ density is asserted to agree within $10^{-8}$, while plain compensation gives $0.243901$ and $-0.039782$. The added $dd$, $L=2$ charge has a radial potential of $0.8589$ Ha at $0.8$ bohr. At $3$ bohr it is asserted to be below $10^{-7}$ Ha.

### Exchange energy of the $3d^{10}$ shell

Both spins contribute equally, so $E_x=-\tfrac12\cdot2\sum_{mm'}\sum_{LM}(G^{LM}_{mm'})^2\frac{4\pi}{2L+1}F^L$, with the Slater integral $F^L=R^L[R_d^2,R_d^2]$. Write each $G$ as an angular integral and apply the addition theorem to the sums over $m$, $m'$ and $M$:
$$\sum_{mm'M}G^2=\iint d\Omega\,d\Omega'\Big(\frac{5}{4\pi}\Big)^2P_2^2(\cos\gamma)\frac{2L+1}{4\pi}P_L(\cos\gamma)=8\pi^2\frac{25(2L+1)}{64\pi^3}\cdot\frac25c^L=\frac{5(2L+1)}{4\pi}c^L .$$
Hence $E_x=-\sum_L5c^LF^L=-[5F^0+\tfrac{10}7(F^2+F^4)]$. The $sd$ integral is $G^2=R^2[R_sR_d,R_sR_d]$. All entries below are in Ha.

| | AE | $N=0$ | $N=1$ | $N=2$ |
|---|---|---|---|---|
| $F^0$ | 1.0679 | 0.8806 | 1.0641 | 1.0673 |
| $F^2$ | 0.4885 | 0.1300 | 0.3057 | 0.4284 |
| $F^4$ | 0.3029 | 0.0334 | 0.0940 | 0.1677 |
| $G^2$ | 0.03373 | 0.02841 | 0.02630 | 0.03117 |
| $E_x$ | −6.4703 | −4.6362 | −5.8914 | −6.1882 |

The AE value is $-[5.33966+\tfrac{10}{7}\times0.791442]=-6.47029$ Ha, asserted to equal the result from analytic two-electron integrals within $10^{-7}$ Ha. The errors of the grid density are $1.834$, $0.579$ and $0.282$ Ha ($49.9$, $15.8$ and $7.7$ eV), or 28%, 8.9% and 4.4% of the AE $|E_x|$. These sizes depend on the pseudisation and are not a property of the shell alone: with the same polynomial form and nodes they are 14%, 4.5% and 1.9% for $R=1.5$ bohr and 36%, 10% and 5.7% for $R=2.3$ bohr. For $N=2$ the error splits as $5\times0.000612=0.0031$, $\tfrac{10}7\times0.060152=0.0859$ and $\tfrac{10}7\times0.135174=0.1931$ Ha. Identity (13) is tested in every channel at $N=2$. For $F^2$ it reads $0.028635+0.031517=0.060152$ Ha, so the cross term is nearly as large as the self term.

Two features need comment. First, $F^4$ reaches only 55% of its AE value, although its form factor is matched to $e=3.5\times10^{-4}$ on $q\le5$ bohr$^{-1}$. By (3), $F^4=(18/\pi)\int F_4^2\,dq$. Since $R_d^2\ge0$ is normalised and $|j_4|\le1$, $|F_4|\le1$, and the integrand changes by at most $e(2+e)$ on that range. Taking the sampled maximum as the true one, the range contributes at most $(18/\pi)\times5\times e(2+e)\approx0.020$ Ha. At least $0.115$ Ha of the $0.135$ Ha deficit therefore lies above the last node. A response function cut off at $5$ bohr$^{-1}$ sees only the form-factor errors on that range, the largest of which is $2.8\times10^{-3}$, in the $dd$, $L=2$ channel. A bare exchange integral sees the large one.

Second, $G^2$ gets worse at $N=1$: its error relative to the AE value goes from $-0.0053$ to $-0.0074$ Ha before falling to $-0.0026$ Ha. Equation (13) shows why. At $N=0$ the cross term, $-0.0053$ Ha, cancels half of the self term, $0.0107$ Ha. At $N=1$ the self term has fallen to $0.0043$ Ha, but the cross term has become $+0.0031$ Ha and adds to it. The small error at $N=0$ was partly a cancellation.

### Convergence with root nodes

The $E_x$ error is $0.611$, $0.276$, $0.0704$, $4.7\times10^{-3}$, $4.2\times10^{-5}$ and $3.9\times10^{-8}$ Ha for $N=1,2,4,8,16,32$. The vanishing of the first $N$ Fourier–Bessel coefficients is tested at each $N$, and at $N=32$ the errors are asserted to be below $10^{-3}$ Ha for $E_x$ and $10^{-4}$ Ha for $G^2$. The rate is an observation for this atom, not a derived law, and the Gaussian orbitals lack the nuclear cusp. With def2-QZVP the errors at $N=16$ and $32$ are about 10% larger, $4.6\times10^{-5}$ and $4.3\times10^{-8}$ Ha. Of the values tried, $N=8$ is the first with an $E_x$ error below $0.01$ Ha, and it needs $k_{10}=15.7$ bohr$^{-1}$ for $L=0$, against $6.28$ bohr$^{-1}$ at $N=2$. The grid is set by the highest channel: for $L=4$, $k_4=9.15$ bohr$^{-1}$ and $k_{10}=18.7$ bohr$^{-1}$, close to the asymptotic $12\pi/R=18.8$ bohr$^{-1}$, a factor of $2.05$ in wavevector and $8.6$ in grid points.

## Values computed for the example and the checks

```
Zn RHF/def2-TZVP: E = -1777.80707 Ha, eps_4s = -0.29275 Ha, eps_3d = -0.78270 Ha; RC = 2.0 bohr
pseudo 4s a0 a1 a2 (bohr^-3/2-2m): 0.346638 0.003907 -0.003493
pseudo 3d a0 a1 a2 (bohr^-7/2-2m): 0.283521 -0.102750 0.010068
L=0 roots k1..k5 (1/bohr): 1.57080 3.14159 4.71239 6.28319 7.85398
L=2 roots k1..k5 (1/bohr): 2.88173 4.54751 6.16147 7.75730 9.34452
L=4 roots k1..k5 (1/bohr): 4.09128 5.85245 7.51983 9.15063 10.76271
L=0 g coefficients a1 a2 (bohr^-3): 1.644934 1.644934
L=0 dg1 a1 a2 a3: 1.000000 6.400000 5.400000 ; dg2 a2 a3 a4: 1.000000 3.857143 2.857143
dd0: moment m = 0.864597 bohr^0, int delta r^(L+4) dr = -0.269047 bohr^2
dd2: moment m = 0.561281 bohr^2, int delta r^(L+4) dr = -0.301491 bohr^4
dd4: moment m = 0.617411 bohr^4, int delta r^(L+4) dr = -0.331886 bohr^6
sd2: moment m = 0.048030 bohr^2, int delta r^(L+4) dr = 0.063505 bohr^4
nodes N=1: 2.5 ; nodes N=2: 2.5 5.0 (1/bohr)
dd0 N=2 A11 A12 A21 A22 (bohr^3): 0.649805 0.046232 0.169139 0.164518; b: 0.147326 0.070261
dd0 c (bohr^-3): N=1 0.226724; N=2 0.211833 0.209286; cond A = 4.63
dd0 max |F_AE-F_rho| on q<=5/bohr: N=0 1.586e-01, N=2 3.068e-04
dd2 N=2 A11 A12 A21 A22 (bohr^3): 0.075547 -0.002212 0.175764 0.064107; b: 0.034913 0.135342
dd2 c (bohr^-3): N=1 0.462133; N=2 0.485010 0.781427; cond A = 7.65
dd2 max |F_AE-F_rho| on q<=5/bohr: N=0 1.353e-01, N=2 2.813e-03
dd4 N=2 A11 A12 A21 A22 (bohr^3): 0.006054 -0.000664 0.083768 0.009543; b: 0.002604 0.049463
dd4 c (bohr^-3): N=1 0.430101; N=2 0.508752 0.717409; cond A = 63.01
dd4 max |F_AE-F_rho| on q<=5/bohr: N=0 4.946e-02, N=2 3.473e-04
sd2 N=2 A11 A12 A21 A22 (bohr^3): 0.075547 -0.002212 0.175764 0.064107; b: -0.007441 -0.030099
sd2 c (bohr^-3): N=1 -0.098499; N=2 -0.103905 -0.184641; cond A = 7.65
sd2 max |F_AE-F_rho| on q<=5/bohr: N=0 3.010e-02, N=2 6.516e-04
dd0 F(q=1.0/bohr) AE, N=0, N=1, N=2: 0.852090 0.811564 0.855795 0.851917
dd0 F(q=2.5/bohr) AE, N=0, N=1, N=2: 0.431215 0.283889 0.431215 0.431215
dd0 F(q=4.0/bohr) AE, N=0, N=1, N=2: 0.159699 0.029193 0.132383 0.159920
dd0 F(q=5.0/bohr) AE, N=0, N=1, N=2: 0.068977 -0.001284 0.037064 0.068977
dd0 F(q=6.0/bohr) AE, N=0, N=1, N=2: 0.021196 -0.000522 0.003055 0.022710
dd0 F(q=8.0/bohr) AE, N=0, N=1, N=2: -0.010684 -0.000122 0.000100 -0.000236
c^0 c^2 c^4: 1.000000 0.285714 0.285714
dz2*dz2 n(q), cos=0.6, q=2.5,5: analytic 0.386500 -0.029149 ; N=2 0.386500 -0.029149 ; N=0 0.243901 -0.039782
dd2 radial potential of added charge: r=0.8 bohr 0.858877 Ha, |r=3 bohr| 1.9e-15 Ha
dd0 R^L (Ha) AE, N=0, N=1, N=2: 1.067932 0.880552 1.064084 1.067320; N=2 cross 0.000123 self 0.000490
dd2 R^L (Ha) AE, N=0, N=1, N=2: 0.488525 0.129991 0.305683 0.428373; N=2 cross 0.028635 self 0.031517
dd4 R^L (Ha) AE, N=0, N=1, N=2: 0.302917 0.033443 0.094026 0.167743; N=2 cross 0.047206 self 0.087969
sd2 R^L (Ha) AE, N=0, N=1, N=2: 0.033729 0.028405 0.026303 0.031166; N=2 cross 0.001497 self 0.001066
Ex(3d10) (Ha) AE, N=0, N=1, N=2: -6.470292 -4.636239 -5.891431 -6.188195 ; analytic integrals -6.470292
Ex error rho-AE, N=0,1,2 (Ha): 1.834054 0.578861 0.282097 ; (eV): 49.9071 15.7516 7.6763
dd0 residual self-energy N=0: 0.040843 Ha
dd0 residual self-energy N=1: matched 0.001877 Ha, least squares 0.001617 Ha
dd0 residual self-energy N=2: matched 0.000490 Ha, least squares 0.000488 Ha
root nodes N= 1: Ex error 6.110e-01 Ha, G2 error -7.386e-03 Ha, k_(N+2) L=0 4.71 1/bohr
root nodes N= 2: Ex error 2.762e-01 Ha, G2 error -2.878e-03 Ha, k_(N+2) L=0 6.28 1/bohr
root nodes N= 4: Ex error 7.042e-02 Ha, G2 error -2.585e-04 Ha, k_(N+2) L=0 9.42 1/bohr
root nodes N= 8: Ex error 4.718e-03 Ha, G2 error -1.304e-04 Ha, k_(N+2) L=0 15.71 1/bohr
root nodes N=16: Ex error 4.225e-05 Ha, G2 error -4.199e-07 Ha, k_(N+2) L=0 28.27 1/bohr
root nodes N=32: Ex error 3.923e-08 Ha, G2 error -4.145e-08 Ha, k_(N+2) L=0 53.41 1/bohr
```
